# LO-phonon vertex of a polar monolayer near a metallic gate

## Question

I am working through long-range electron-phonon coupling in two dimensions. For an isolated polar monolayer I can see that the longitudinal-optical (LO) vertex tends to a constant as $q\to0$: the polarization charge brings a factor $q$ and the Coulomb kernel of a sheet brings $1/q$.

The next exercise puts a perfect metallic gate at distance $d$ below the layer and asks me to show, with image charges, that the vertex now vanishes linearly in $q$. I know that each in-plane dipole gets an opposite image, but I don't see why the remainder is linear, or what sets the slope. Do the layer's own electronic screening and the shift of the LO frequency change it? And if the coupling vanishes, does a gate switch off LO-phonon scattering in a real device?

## Answer

The gate changes the Coulomb kernel and leaves the polarization charge alone. The kernel loses its $1/q$, so the factor $q$ in the charge survives.

### The charge carried by an LO wave

Let the layer lie at $z=0$ in vacuum, with the grounded metal filling $z<-d$. Take two ions per cell of area $A$, with in-plane Born charges $\pm Ze$, where $e>0$, and reduced mass $\mu$. If $\mathbf w$ is the displacement of the positive ion relative to the negative one, the ionic polarization per area is

$$\mathbf P=\frac{Ze}{A}\,\mathbf w .$$

I assume an isotropic layer, wavelengths much longer than the cell, and electrostatics. For a wave $e^{i\mathbf q\cdot\mathbf r}$, the bound sheet charge is

$$\sigma=-\nabla\cdot\mathbf P=-i\mathbf q\cdot\mathbf P .$$

A transverse wave has $\mathbf q\cdot\mathbf P=0$ and carries no such charge. For a longitudinal wave, $\mathbf P=P\hat{\mathbf q}$ and $\sigma=-iqP$.

### The potential without and with the gate

Away from the sheet, Laplace's equation gives $\partial_z^2\phi=q^2\phi$. Without a gate, $\phi=\phi_0e^{-q|z|}$. Gauss's law fixes the jump of slope at the sheet:

$$\phi'(0^+)-\phi'(0^-)=-2q\phi_0=-\frac{\sigma}{\varepsilon_0}
\quad\Rightarrow\quad \phi_0=\frac{\sigma}{2\varepsilon_0q}.$$

Since $|\sigma|=qP$, this potential is finite as $q\to0$.

With the gate, $\phi$ must vanish on the plane $z=-d$. Place an image sheet of charge $-\sigma$ at $z=-2d$. In the vacuum region,

$$\phi(z)=\frac{\sigma}{2\varepsilon_0q}\left[e^{-q|z|}-e^{-q(z+2d)}\right].$$

At $z=-d$ both exponentials equal $e^{-qd}$ and cancel. The expression also has the right source at $z=0$ and decays upward, so it is the solution. In the layer,

$$\phi(0)=\frac{\sigma F}{2\varepsilon_0q},\qquad F=1-e^{-2qd}.$$

This answers your first difficulty. The opposite image dipoles do not cancel the potential completely, because their contribution has decayed by $e^{-2qd}$ on its way back to the layer. For long waves the fraction left over is $F\simeq2qd$, so

$$\phi(0)\to\frac{\sigma d}{\varepsilon_0}.$$

This is the parallel-plate result: field $\sigma/\varepsilon_0$ times gap $d$. The potential is now local in the charge, and the charge is proportional to $q$.

### Electronic screening in the layer

The layer's electrons also polarize. Write their sheet polarizability as $2\varepsilon_0r_0$, where $r_0$ is a length. The in-plane field is $\mathbf E=-i\mathbf q\phi$, so the electronic charge is

$$\sigma_{\rm el}=-i\mathbf q\cdot(2\varepsilon_0r_0\mathbf E)
=(-i)^2\,2\varepsilon_0r_0q^2\phi=-2\varepsilon_0r_0q^2\phi .$$

It has its own image, so the same kernel acts on the total charge:

$$\phi=\frac{F}{2\varepsilon_0q}\left(\sigma-2\varepsilon_0r_0q^2\phi\right)
=\frac{F\sigma}{2\varepsilon_0q}-r_0qF\,\phi .$$

Collecting the terms in $\phi$ gives

$$\phi=\frac{\sigma}{2\varepsilon_0q}\,\frac{F}{1+r_0qF}.$$

### The LO frequency

The same potential pulls on the ions. Insert $\sigma=-iqP$ into $E=-iq\phi$:

$$E=-\frac{qF}{2\varepsilon_0(1+r_0qF)}\,P .$$

The field opposes the polarization and stiffens the mode. With $\mu\ddot w=-\mu\omega_{\rm TO}^2w+ZeE$ and $P=Zew/A$,

$$\omega_{\rm LO}^2=\omega_{\rm TO}^2+\frac{Z^2e^2}{2\varepsilon_0\mu A}\,\frac{qF}{1+r_0qF}.$$

I neglect the short-range dispersion of $\omega_{\rm TO}$. At small $q$ the splitting $\omega_{\rm LO}^2-\omega_{\rm TO}^2$ is proportional to $q$ for the isolated layer, where $F=1$, and to $2dq^2$ for the gated one.

### The vertex

For $N$ cells, quantize the displacement as

$$\mathbf w(\mathbf r)=\sum_{\mathbf q}i\hat{\mathbf q}\sqrt{\frac{\hbar}{2N\mu\omega_{\rm LO}}}\left(a_{\mathbf q}+a^\dagger_{-\mathbf q}\right)e^{i\mathbf q\cdot\mathbf r}.$$

The factor $i$ makes $\mathbf w$ Hermitian, because $\hat{\mathbf q}$ changes sign with $\mathbf q$. An electron has energy $-e\phi$. For long waves within one band, the overlap of the periodic Bloch parts is 1, and the coupling is

$$H=\frac{1}{\sqrt N}\sum_{\mathbf k\mathbf q}g(q)\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}\left(a_{\mathbf q}+a^\dagger_{-\mathbf q}\right).$$

The magnitude of $g$ is the product of $e$, the charge per unit displacement $qZe/A$, the phonon amplitude and the kernel:

$$|g|=e\cdot\frac{qZe}{A}\cdot\sqrt{\frac{\hbar}{2\mu\omega_{\rm LO}}}\cdot\frac{F}{2\varepsilon_0q(1+r_0qF)} .$$

The explicit factors of $q$ cancel, leaving

$$|g(q)|=g_0\sqrt{\frac{\omega_{\rm TO}}{\omega_{\rm LO}(q)}}\;\frac{F}{1+r_0qF},\qquad
g_0=\frac{e^2Z}{2\varepsilon_0A}\sqrt{\frac{\hbar}{2\mu\omega_{\rm TO}}}.$$

For the isolated layer, $F=1$ and $|g|\to g_0$. For the gated layer, expand each factor:

- $F=2qd-2q^2d^2+\dots=2qd\,(1-qd+\dots)$.
- $1+r_0qF=1+2r_0d\,q^2+\dots$, a relative correction of order $q^2$.
- $\omega_{\rm LO}^2=\omega_{\rm TO}^2+O(q^2)$, so the amplitude also changes only at relative order $q^2$.

Therefore

$$|g(q)|=2d\,g_0\,q\left[1-qd+O(q^2)\right].$$

Neither electronic screening nor the LO shift enters the slope. The first correction comes from the finite distance alone.

The two limits do not commute. Taking $d\to\infty$ first and then $q\to0$ gives $g_0$; the reverse order gives zero. What matters is the product $qd$. For $qd\gg1$ the image field dies out before it reaches the layer, and the isolated vertex returns.

### If a dielectric fills the gap

Let the medium above have relative permittivity $\kappa_a$ and the spacer $\kappa_b$. The potential is $\phi_0e^{-qz}$ above and $\phi_0\sinh[q(z+d)]/\sinh(qd)$ in the spacer, which vanishes at the gate. Gauss's law gives

$$\varepsilon_0q\left[\kappa_a+\kappa_b\coth(qd)\right]\phi_0=\sigma .$$

Since $\coth(qd)\to1/(qd)$, the potential tends to $\sigma d/(\varepsilon_0\kappa_b)$. The vertex is still linear, with slope $2dg_0/\kappa_b$, and the medium above drops out at leading order. Here $\kappa_b$ must be taken at the phonon frequency. If the spacer has polar modes nearby, they mix with the layer's LO mode and a constant $\kappa_b$ is not enough.

### Numbers

Take round parameters: $Z=1$, $A=0.09\ \mathrm{nm^2}$, $\mu=40$ atomic mass units, $\hbar\omega_{\rm TO}=50$ meV, $r_0=4$ nm and a vacuum gap $d=50$ nm. The phonon amplitude $\sqrt{\hbar/2\mu\omega_{\rm TO}}$ is 3.233 pm, and $e^2/\varepsilon_0=18.095$ eV nm. Hence

$$g_0=\frac{18.095\ \mathrm{eV\,nm}}{2\times0.09\ \mathrm{nm^2}}\times0.003233\ \mathrm{nm}=0.325\ \mathrm{eV},$$

$$2dg_0=100\ \mathrm{nm}\times0.325\ \mathrm{eV}=32.5\ \mathrm{eV\,nm}.$$

The full electrostatic formula gives, in meV:

| $q$ (nm⁻¹) | isolated | gated | $2dg_0q$ |
|---|---|---|---|
| 0.001 | 323.7 | 30.9 | 32.5 |
| 0.002 | 322.4 | 58.8 | 65.0 |
| 0.010 | 312.4 | 200.3 | 325.0 |
| 0.050 | 270.7 | 269.2 | 1625 |
| 0.200 | 180.3 | 180.3 | 6500 |

At $q=0.002\ \mathrm{nm^{-1}}$, $qd=0.1$. The corrected law gives $65.0\times0.9=58.5$ meV, close to the full 58.8 meV. At $q=0.01\ \mathrm{nm^{-1}}$, where $2qd=1$, the linear law has failed, though the gate still removes about a third of the isolated vertex. By $0.2\ \mathrm{nm^{-1}}$ the two columns agree, and both have fallen below $g_0$, mainly through the screening factor $1/(1+r_0q)=1/1.8$.

The frequency shifts are small here. At $q=0.002\ \mathrm{nm^{-1}}$ the LO energy lies 2.1 µeV above the TO energy without the gate and 0.4 µeV above it with the gate.

### Does the gate switch off LO scattering?

Not at this distance. Consider a carrier of mass $0.5\,m_e$ and energy 0.2 eV that emits a 50 meV phonon. Its wavenumber falls from $k$ to $k'$, and the smallest phonon wavevector, for forward emission, is

$$q_{\min}=k-k'=\frac{\sqrt{2m}}{\hbar}\left(\sqrt{0.20\ \mathrm{eV}}-\sqrt{0.15\ \mathrm{eV}}\right)=0.217\ \mathrm{nm^{-1}} .$$

The image term there is $e^{-2q_{\min}d}=3.7\times10^{-10}$, so the gate leaves this vertex unchanged for practical purposes. Absorption by the same carrier needs at least $0.191\ \mathrm{nm^{-1}}$, which leads to the same conclusion. Slower carriers do not help: because $k-k'=2m\omega/[\hbar(k+k')]$, a smaller energy means a larger $q_{\min}$. To reach $2q_{\min}d=1$ for the 0.2 eV carrier, the gate would have to stand about 2.3 nm away. Even there, the total emission rate from the dipole coupling falls by only about 15% in this model, for two reasons. About half of the isolated rate comes from $q>2q_{\min}$, where the image is weak. The gate also weakens the layer's own screening, since $F$ enters the denominator $1+r_0qF$; with that denominator held at its isolated value the drop would be about 26%. The linear zero concerns long waves, not the typical momentum transfer of a carrier that emits an LO phonon.

### Where the linear law holds

**Very small $q$.** Electrostatics fails when $q$ approaches $\omega/c=2.5\times10^{-4}\ \mathrm{nm^{-1}}$. The law therefore belongs to the window $\omega/c\ll q\ll1/(2d)$, whose upper edge is $10^{-2}\ \mathrm{nm^{-1}}$ here. With retardation, the fields decay with $\kappa=\sqrt{q^2-\omega^2/c^2}$. In the Lorenz gauge the scalar potential of the sheet becomes $\sigma/(2\varepsilon_0\kappa)$, and the current $\omega\sigma/q$ adds an in-plane vector potential $A_\parallel=\omega\sigma/(2\varepsilon_0c^2\kappa q)$. For a time dependence $e^{-i\omega t}$ the field is $E=-iq\phi+i\omega A_\parallel$, so

$$E=-\frac{i\sigma}{2\varepsilon_0\kappa q}\left(q^2-\frac{\omega^2}{c^2}\right)=-\frac{\kappa P}{2\varepsilon_0},$$

and the image multiplies this by $1-e^{-2\kappa d}$. At $q=0.002\ \mathrm{nm^{-1}}$ the gated field is 1.5% weaker than the electrostatic one. At $0.001\ \mathrm{nm^{-1}}$ it is 6.3% weaker. The isolated field is weaker too, by 0.8% and 3.3% at these two wavevectors. The first two rows of the table are therefore electrostatic values, not accurate to all the digits shown. The finite-distance correction grows with $q$ and the retardation correction grows as $q$ falls, so for these parameters the gated field never comes closer to the linear law than about 10%, near $q=0.0014\ \mathrm{nm^{-1}}$.

**Short-range coupling.** The proof covers the macroscopic dipole field. A short-range coupling that is finite at $q=0$ would survive the gate. At the bottom of a nondegenerate valley with threefold rotation symmetry it is forbidden: the first-order energy has the form $\mathbf M\cdot\mathbf w$, and no nonzero in-plane vector $\mathbf M$ is unchanged by a 120° rotation. A carrier at wavevector $\mathbf p$ from the valley bottom does supply a vector. The displacement can shift the valley bottom by some $\mathbf s\propto\mathbf w$, and the energy $\hbar^2|\mathbf p-\mathbf s|^2/2m$ then contains $-\hbar^2\mathbf p\cdot\mathbf s/m$, which does not vanish with $q$. In a gapped honeycomb model with mass near $0.5\,m_e$ and hopping that decays with bond length $b$ as $e^{-\beta(b/b_0-1)}$, where $b_0$ is the undisplaced length, this term reaches 1.8 to 5.3 eV per nm of displacement for $\beta=1$ to 3 at $p=0.41\ \mathrm{nm^{-1}}$, against 18 eV/nm for the gated dipole term at $q=0.002\ \mathrm{nm^{-1}}$. For moving carriers the linear law thus describes the dipole part of the vertex, not necessarily the whole.

Even at the valley bottom, a short-range term linear in $q$ can remain. It has the form $Dq$ times the phonon amplitude, with $D$ an energy. In the same form the gated dipole term has $D_{\rm dip}=e^2Zd/(\varepsilon_0A)\approx10\,050$ eV, so a rough $D=4$ eV is 0.04% of it.

**Gate and layer thickness.** A metal with a Thomas-Fermi screening length of 0.1 nm lets the field in slightly, which lengthens the gap by about that much. Matching the potentials at its surface raises the kernel by 0.18% at $q=0.002\ \mathrm{nm^{-1}}$. With retardation, the magnetic field of the wave also enters a real metal, to a depth of about 22 nm for a plasma energy of 9 eV. This lowers the field in the layer by about 0.7% at the same $q$, which outweighs the static correction. If the ionic charge and the electron are each spread evenly over a thickness $t=0.6$ nm, the long-wave kernel $d+\min(z,z')$ averages to $d-t/6$. Averaging the full kernel numerically at this $q$ lowers it by 0.22%. This treats the interior of the layer as vacuum along $z$; with an out-of-plane permittivity of 4 to 6 the reduction is about 0.5%.

### Beside a real device

These parameters are roughly those of a semiconducting transition-metal dichalcogenide monolayer suspended over a metal gate; they describe no particular compound. Born charges differ between compounds, and $g_0$ scales with $Z$. A 50 nm gap is small for a suspended membrane. A wider one raises the slope in proportion to $d$ but narrows the window.

A real device is also not an infinite flat sheet. A strip of width $W=10$ µm blurs the wavevector by about $\pi/W$, which is 16% of $q=0.002\ \mathrm{nm^{-1}}$. Momentum transfer across the strip is defined only to that accuracy. The potential of a given standing wave can change much less, because the gate concentrates most of the kernel within a few $d$, leaving a tail that falls as $1/x^2$ across the strip: for a charge wave $\cos(qx)$ with $q$ near this value and antinodes at the edges, the averaged kernel falls by about 1.5%. If the charge has nodes at the edges, the polarization is largest there. A layer that ends at such an edge carries a bound line charge, which needs its own estimate. Uniaxial tension can also split the two in-plane optical modes by more than the µeV LO-TO shift found above. If $\mathbf q$ is then oblique to the tension, both modes carry part of the polarization charge and share the squared vertex. A residual bias $V=0.05$ V exerts the pressure $p=\varepsilon_0(V/d)^2/2$. With tension $T=0.1$ N/m the sag from the bias is $pW^2/(8T)=0.55$ nm, or 1.1% of $d$. The van der Waals attraction to the metal adds a pull of similar size: a Lifshitz estimate for a gold gate, with the layer's electronic resonance placed between 3 and 8 eV, gives 5 to 7 Pa, against 4.4 Pa from the bias. With both pressures evaluated at the reduced gap, the total sag is then about 1.25 to 1.6 nm, or 2.5 to 3.2% of $d$. This low bias supposes that the contact potential between layer and gate has been compensated. The pressure grows as the gap closes. Even without the van der Waals pull, this strip has no stable position above about 0.2 V and is drawn onto the gate; with that pull the limit falls to about 0.17 to 0.18 V.

At 0.05 V the other electrical effects are minor. The field is 0.01 MV/cm. Tunnelling through a 4 eV barrier 50 nm thick has a transmission of order $10^{-445}$ from the exponential $e^{-2\sqrt{2m_eU}\,d/\hbar}$, with $U$ the barrier height. The induced carrier density is at most $\varepsilon_0V/(ed)=5.5\times10^9\ \mathrm{cm^{-2}}$. At the phonon frequency these carriers respond as $nq^2/(m\omega^2)$. Multiplied by the screened Coulomb kernel, a thermal average at 300 K gives a relative screening correction of about $10^{-5}$. A strongly doped layer needs its own estimate.

All numerical values are calculated from the stated model.
